# Angle dependence of electrical and thermal magnon signals between platinum wires: verification in Python

```python
"""Nonlocal magnon signals between two parallel Pt wires on a magnetic insulator.

Result under test, with alpha the angle from the in-plane wire normal (x) to m:
  first harmonic   V1 = R1*I0*cos(alpha)**2        (electrical magnon injection)
  second harmonic  V2 = -R2*I0**2/2*cos(alpha)     (Joule heating, cos(2wt) part)
  R1 = 2*L*eta**2*G12,  R2 = -L*eta*K*c_T*R_wire
  eta = theta*ell*tanh(t/(2 ell))/(sigma*t*w),  K = contact conductance per length
  G12 = K*r*e/((1+r)**2-(r*e)**2),  r = K/G0,  e = exp(-d/lambda)
Wires run along y, z is the film normal, current is I0*sin(wt).
Spin accumulations are in volts, spin currents in charge units.
The independent side solves vector spin diffusion in Pt and magnon diffusion
in the film on grids, including feedback of the spin Hall effect on the field.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from mpmath import polylog, exp as mp_exp

# Rough parameters in the regime of Pt on yttrium iron garnet, SI units
sigma, ell, theta_pt = 2.0e6, 1.5e-9, 0.10
t_pt, width, length = 10e-9, 200e-9, 100e-6
g_par, g_real, g_imag = 1.0e13, 1.0e14, 1.0e13
sigma_m, lam, t_film, distance = 5.0e5, 9.0e-6, 100e-9, 3.0e-6
current, field, anis_field = 50e-6, 0.100, 0.1e-3
c_thermal = 0.2e-6 / 1e-3        # magnon potential per heater power, V/W
kappa, heat_capacity, frequency, temperature = 7.0, 3.0e6, 10.0, 300.0

# Derived formulas
r_wire = length / (sigma * width * t_pt)
g_pt = sigma / (2 * ell) * np.tanh(t_pt / ell)
k_contact = g_par * g_pt / (g_par + g_pt)
g_film = 2 * sigma_m * t_film / lam


def eta_of(theta):
    return theta * ell * np.tanh(t_pt / (2 * ell)) / (sigma * t_pt * width)


def transfer(dist, k_area):
    big_k = k_area * width
    r, e = big_k / g_film, np.exp(-dist / lam)
    return big_k * r * e / ((1 + r)**2 - (r * e)**2)


def r1_formula(theta, dist, k_area=k_contact):
    return 2 * length * eta_of(theta)**2 * transfer(dist, k_area)


def r2_formula(theta):
    return -length * eta_of(theta) * k_contact * width * c_thermal * r_wire


def wire_response(theta, alpha, cells=200):
    """Grid solution of three-component spin diffusion in one Pt wire.

    Returns spin current into the film along m and electric field along y,
    each for a wire current of 1 A and for a magnon potential of 1 V.
    """
    m = np.array([np.cos(alpha), np.sin(alpha), 0.0])
    unit, x_hat = np.eye(3), np.array([1.0, 0.0, 0.0])
    along = np.outer(m, m)
    cross = np.array([[0, -m[2], m[1]], [m[2], 0, -m[0]], [-m[1], m[0], 0]])
    interface = g_par * along + g_real * (unit - along) + g_imag * cross
    h = t_pt / cells
    gap = np.full(cells + 1, h)
    gap[0] = gap[-1] = h / 2
    c = ell / gap
    scale = 2 * ell / sigma
    a = np.zeros((3 * (cells + 2) + 1,) * 2)
    rhs = np.zeros((len(a), 2))

    def part(i):
        return slice(3 * i, 3 * i + 3)

    for i in range(1, cells + 1):
        a[part(i), part(i)] = unit * (c[i - 1] + c[i] + h / ell)
        a[part(i), part(i - 1)] = -unit * c[i - 1]
        a[part(i), part(i + 1)] = -unit * c[i]
    top = cells + 1
    # last unknown is 2*ell*E, so every unknown is a voltage
    a[part(0), part(0)] = unit * c[0] + scale * interface
    a[part(0), part(1)] = -unit * c[0]
    a[part(0), -1] = theta * x_hat
    rhs[part(0), 1] = scale * g_par * m
    a[part(top), part(top)] = -unit * c[-1]
    a[part(top), part(cells)] = unit * c[-1]
    a[part(top), -1] = theta * x_hat
    # mean charge current density is imposed
    a[-1, 3 * top] = theta * ell / t_pt
    a[-1, 0] = -theta * ell / t_pt
    a[-1, -1] = 1.0
    rhs[-1, 0] = scale / (width * t_pt)
    sol = np.linalg.solve(a, rhs)
    spin = g_par * (m @ sol[:3] - np.array([0.0, 1.0]))
    return spin, sol[-1] / (2 * ell)


def film_potentials(source, k_area, dist, contact_cells=1, h=10e-9):
    """Mean magnon potentials under injector and detector, finite differences."""
    margin, shift = int(round(8 * lam / h)), int(round(dist / h))
    n = 2 * margin + shift + contact_cells
    link = sigma_m * t_film / h
    diag = np.full(n, 2 * link + sigma_m * t_film * h / lam**2)
    diag[[0, -1]] -= link
    rhs = np.zeros(n)
    inj = slice(margin, margin + contact_cells)
    det = slice(margin + shift, margin + shift + contact_cells)
    for wire in (inj, det):
        diag[wire] += k_area * width / contact_cells
    rhs[inj] = source * width / contact_cells
    band = np.full((3, n), -link)
    band[1] = diag
    mu = solve_banded((1, 1), band, rhs)
    return mu[inj].mean(), mu[det].mean()


def full_model(theta, alpha, dist, contact_cells=1):
    """Nonlocal R1 and R2 and injector resistance at one angle."""
    spin, e_field = wire_response(theta, alpha)
    mu_i, mu_d = film_potentials(spin[0], -spin[1], dist, contact_cells)
    resistance = length * (e_field[0] + e_field[1] * mu_i)
    r1 = -length * e_field[1] * mu_d
    r2 = -length * e_field[1] * c_thermal * resistance
    return r1, r2, resistance


angles = np.radians(np.arange(0, 360, 15))
cosine = np.cos(angles)

# Angle laws and amplitudes against the full model at small spin Hall angle
small = theta_pt / 10
weak = np.array([full_model(small, a, distance) for a in angles])
r1_err = np.max(abs(weak[:, 0] / r1_formula(small, distance) - cosine**2))
r2_err = np.max(abs(weak[:, 1] / r2_formula(small) - cosine))
assert r1_err < 1e-3 and r2_err < 1e-3      # grid error is a few 1e-4
far = 20e-6
far_ratio = full_model(small, 0.0, far)[0] / r1_formula(small, far)
assert abs(far_ratio - 1) < 1e-3

# Actual spin Hall angle: departures are small and scale as theta squared
real = np.array([full_model(theta_pt, a, distance) for a in angles])


def shape_errors(data):
    return (np.max(abs(data[:, 0] / data[0, 0] - cosine**2)),
            np.max(abs(data[:, 1] / data[0, 1] - cosine)))


dev1, dev2 = shape_errors(real)
weak1, weak2 = shape_errors(weak)
assert dev1 < 2e-3 and dev2 < 2e-3
assert abs(weak1 / dev1 * 100 - 1) < 0.05
assert abs(weak2 / dev2 * 100 - 1) < 0.05
quarter = 6                                  # index of 90 degrees
smr = real[quarter, 2] / real[0, 2] - 1
r1, r2 = r1_formula(theta_pt, distance), r2_formula(theta_pt)
amplitude_error = real[0, 0] / r1 - 1
wide = full_model(theta_pt, 0.0, distance, contact_cells=20)[0]
width_error = wide / real[0, 0] - 1

# Lock-in projection in the time domain, without and with the Oersted field
phase = 2 * np.pi * np.arange(360) / 360
wave = np.sin(phase)


def lock_in(voltage):
    return 2 * np.mean(voltage * wave), 2 * np.mean(voltage * np.cos(2 * phase))


v1, v2 = r1 * current, -r2 * current**2 / 2
oersted = const.mu_0 * current / (2 * width)
extra = []
for a in angles:
    i_t = current * wave
    heat = r2 * np.cos(a) * i_t**2
    plain = lock_in(r1 * np.cos(a)**2 * i_t + heat)
    assert abs(plain[0] - v1 * np.cos(a)**2) < 1e-9 * v1
    assert abs(plain[1] - v2 * np.cos(a)) < 1e-9 * v2
    bx, by = field * np.cos(a) - oersted * wave, field * np.sin(a)
    tilted = lock_in(r1 * bx / np.hypot(bx, by) * np.cos(a) * i_t + heat)
    extra.append(tilted[1] - plain[1])
extra = np.array(extra)
predicted = v1 * oersted / field / 2 * np.sin(angles)**2 * cosine
assert np.max(abs(extra - predicted)) < 0.01 * np.max(abs(predicted))

# Sizes of other neglected effects
mu_inj = 2 * eta_of(theta_pt) * current
magnon_gap = 2 * const.value('Bohr magneton in eV/T') * field
kt = const.k * temperature / const.e
assert mu_inj < magnon_gap                   # below the magnon instability
density_change = float(polylog(1.5, mp_exp(-(magnon_gap - mu_inj) / kt))
                       / polylog(1.5, mp_exp(-magnon_gap / kt))) - 1
k_vertical = 1 / (1 / k_contact + t_film / sigma_m)
vertical = r1_formula(theta_pt, distance, k_vertical) / r1 - 1
power = current**2 * r_wire
mean_log = quad(lambda x: np.arcsinh(length / (2 * x)), 0, width / 2)[0]
heating = power / length / (np.pi * kappa) * mean_log / (width / 2)
delay = distance**2 * heat_capacity / kappa
assert delay * frequency < 1e-3

print(f"Pt conductivity {sigma:.1e} S/m, spin Hall angle {theta_pt:.2f}")
print(f"Pt spin diffusion length {ell*1e9:.1f} nm")
print(f"wire thickness {t_pt*1e9:.0f} nm, width {width*1e9:.0f} nm")
print(f"wire length {length*1e6:.0f} um, distance {distance*1e6:.0f} um")
print(f"film thickness {t_film*1e9:.0f} nm, magnon length {lam*1e6:.0f} um")
print(f"magnon conductivity {sigma_m:.1e} S/m")
print(f"interface conductance along m {g_par:.1e} S/m2")
print(f"transverse conductance: real {g_real:.1e}, imag {g_imag:.1e} S/m2")
print(f"current amplitude {current*1e6:.0f} uA at {frequency:.0f} Hz")
print(f"applied field {field*1e3:.0f} mT, temperature {temperature:.0f} K")
print(f"thermal coefficient c_T {c_thermal*1e3:.2f} uV/mW (chosen)")
print(f"wire resistance {r_wire/1e3:.2f} kohm, peak power {power*1e3:.4f} mW")
print(f"current density {current/(width*t_pt):.2e} A/m2")
print(f"tanh(t/(2 ell)) {np.tanh(t_pt/(2*ell)):.4f}")
print(f"Pt spin conductance G {g_pt:.3e} S/m2")
print(f"contact conductance k {k_contact:.3e} S/m2")
print(f"K {k_contact*width:.3e} S/m, G0 {g_film:.3e} S/m")
print(f"r = K/G0 {k_contact*width/g_film:.1f}, e {np.exp(-distance/lam):.4f}")
print(f"G12 {transfer(distance, k_contact):.3e} S/m")
print(f"eta {eta_of(theta_pt):.5f} ohm")
print(f"injector spin accumulation, magnitude {mu_inj*1e6:.2f} uV")
print(f"thermal magnon potential at peak power {c_thermal*power*1e9:.2f} nV")
print(f"R1 {r1*1e3:.3f} mohm, R2 {r2:.2f} V/A2")
print(f"peak V1 {v1*1e9:.1f} nV, peak V2 {v2*1e9:.1f} nV")
for degrees in (0, 30, 60, 90, 120, 150, 180):
    ca = np.cos(np.radians(degrees))
    first, second = round(v1 * ca**2 * 1e9, 1), round(v2 * ca * 1e9, 1)
    print(f"alpha {degrees:3d} deg: V1 {first+0.0:6.1f} nV, V2 {second+0.0:6.1f} nV")
print(f"weak-theta check: max error V1 {r1_err:.1e}, V2 {r2_err:.1e} of peak")
print(f"far check at {far*1e6:.0f} um: model/formula {far_ratio:.5f}")
print(f"full-theta shape error: V1 {dev1*100:.4f} %, V2 {dev2*100:.4f} % of peak")
print(f"shape error ratio at theta/10: V1 {weak1/dev1:.5f}, V2 {weak2/dev2:.5f}")
print(f"full-theta change of R1 {amplitude_error*100:.2f} %")
print(f"magnetoresistance R(90)/R(0)-1 {smr*100:.4f} %")
print(f"finite wire width changes R1 by {width_error*100:.1f} %")
print(f"vertical film flow changes R1 by up to {vertical*100:.1f} %")
print(f"Oersted field under injector {oersted*1e3:.3f} mT")
print(f"Oersted part of second harmonic {np.max(abs(extra))/v2*100:.2f} % of peak V2")
print(f"anisotropy field {anis_field*1e3:.1f} mT (rough)")
print(f"anisotropy angle error {np.degrees(anis_field/(2*field)):.3f} deg")
print(f"magnon gap {magnon_gap*1e6:.2f} ueV, thermal energy {kt*1e3:.1f} meV")
print(f"magnon density change at injector {density_change*100:.2f} %")
print(f"its second harmonic, rough {v1*density_change/2/v2*100:.1f} % of peak V2")
print(f"thermal conductivity {kappa:.0f} W/(m K) (rough)")
print(f"heat capacity {heat_capacity:.1e} J/(m3 K) (rough)")
print(f"peak injector heating {heating:.2f} K")
print(f"heat diffusion time {delay*1e6:.1f} us, period {1e3/frequency:.0f} ms")
print("all tests passed")
```

It prints:

```
Pt conductivity 2.0e+06 S/m, spin Hall angle 0.10
Pt spin diffusion length 1.5 nm
wire thickness 10 nm, width 200 nm
wire length 100 um, distance 3 um
film thickness 100 nm, magnon length 9 um
magnon conductivity 5.0e+05 S/m
interface conductance along m 1.0e+13 S/m2
transverse conductance: real 1.0e+14, imag 1.0e+13 S/m2
current amplitude 50 uA at 10 Hz
applied field 100 mT, temperature 300 K
thermal coefficient c_T 0.20 uV/mW (chosen)
wire resistance 25.00 kohm, peak power 0.0625 mW
current density 2.50e+10 A/m2
tanh(t/(2 ell)) 0.9975
Pt spin conductance G 6.667e+14 S/m2
contact conductance k 9.852e+12 S/m2
K 1.970e+06 S/m, G0 1.111e+04 S/m
r = K/G0 177.3, e 0.7165
G12 1.599e+04 S/m
eta 0.03740 ohm
injector spin accumulation, magnitude 3.74 uV
thermal magnon potential at peak power 12.50 nV
R1 4.474 mohm, R2 -36.85 V/A2
peak V1 223.7 nV, peak V2 46.1 nV
alpha   0 deg: V1  223.7 nV, V2   46.1 nV
alpha  30 deg: V1  167.8 nV, V2   39.9 nV
alpha  60 deg: V1   55.9 nV, V2   23.0 nV
alpha  90 deg: V1    0.0 nV, V2    0.0 nV
alpha 120 deg: V1   55.9 nV, V2  -23.0 nV
alpha 150 deg: V1  167.8 nV, V2  -39.9 nV
alpha 180 deg: V1  223.7 nV, V2  -46.1 nV
weak-theta check: max error V1 2.2e-04, V2 7.6e-05 of peak
far check at 20 um: model/formula 1.00022
full-theta shape error: V1 0.0097 %, V2 0.0137 % of peak
shape error ratio at theta/10: V1 0.01003, V2 0.01003
full-theta change of R1 -0.57 %
magnetoresistance R(90)/R(0)-1 0.0194 %
finite wire width changes R1 by 4.1 %
vertical film flow changes R1 by up to -4.3 %
Oersted field under injector 0.157 mT
Oersted part of second harmonic 0.14 % of peak V2
anisotropy field 0.1 mT (rough)
anisotropy angle error 0.029 deg
magnon gap 11.58 ueV, thermal energy 25.9 meV
magnon density change at injector 0.52 %
its second harmonic, rough 1.3 % of peak V2
thermal conductivity 7 W/(m K) (rough)
heat capacity 3.0e+06 J/(m3 K) (rough)
peak injector heating 0.22 K
heat diffusion time 3.9 us, period 100 ms
all tests passed
```
